# Maximum turn-off gain of a p-base-gated thyristor: a program that tests the result

```python
# Result under test: the largest turn-off gain J_A/J_G of a p-base-gated thyristor is
#     beta = alpha_n / (alpha_n + alpha_p - 1)
# J_A anode current density, J_G current density drawn from the gate, J_K = J_A - J_G.
# alpha_p: hole current reaching the central junction J2 divided by J_A (pnp part).
# alpha_n: electron current reaching J2 divided by J_K (npn part).
# The threshold is found independently from a finite-volume model of both bases,
# coupled at J2 by quasi-equilibrium. Internal units: cm, s, A, V, cm^-3.
import numpy as np
import sympy as sp
from scipy.constants import e as q, epsilon_0, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq

# Rough round parameters, regime of a 2.5 kV class silicon device
J_A, area = 50.0, 10.0
W_n, D_a, tau_n, N_d = 400e-4, 15.0, 15e-6, 5e13   # flooded n base
W_p, D_e, tau_p, N_a = 30e-4, 18.0, 5e-6, 2e17     # p base
b = 3.0                                          # electron/hole mobility ratio
gamma1, gamma3 = 0.85, 0.95                      # anode, cathode injection efficiency
V_supply, v_sat = 1000.0, 1e7
eps = 11.7 * epsilon_0 / 100.0                   # F/cm


def alphas(width=W_n, L2_scale=1.0, g3=gamma3):
    L_a = np.sqrt(D_a * tau_n * L2_scale)
    L_e = np.sqrt(D_e * tau_p * L2_scale)
    a_p = 1/(1 + b) + (b/(1 + b) - (1 - gamma1)) / np.cosh(width / L_a)
    return g3 / np.cosh(W_p / L_e), a_p


def gain(a_n, a_p):
    return a_n / (a_n + a_p - 1)


class Base:
    """Diffusion and recombination; injection at node 0, J2 at the last node."""
    def __init__(self, width, D, tau, n, dt=None):
        self.h, self.D, self.tau = width / n, D, tau
        self.rate = 0.0 if dt is None else 1 / dt
        self.loss = 1 / tau + self.rate
        self.vol = np.full(n, self.h)
        self.vol[0] /= 2
        g = D / self.h
        neighbours = np.full(n, 2.0)
        neighbours[0] = 1.0
        matrix = np.diag(self.vol * self.loss + g * neighbours)
        matrix -= g * (np.eye(n, k=1) + np.eye(n, k=-1))
        self.inv = np.linalg.inv(matrix)
        self.response = self.inv[:, -1] * g      # profile per unit edge density
        self.slope = g * (self.response[-1] - 1) - self.h / 2 * self.loss

    def free(self, old, old_edge, flux):
        """Profile and flux into J2 when the new edge density is zero."""
        rhs = self.vol * old * self.rate
        rhs[0] += flux
        part = self.inv @ rhs
        return part, self.D / self.h * part[-1] + self.h / 2 * old_edge * self.rate


def advance(nb, pb, state, J_G, g3=gamma3):
    """New state with J2 saturated, or None when no such state exists."""
    hole, hole2, elec, elec2 = state
    part_h, flux_h = nb.free(hole, hole2, (b/(1 + b) - (1 - gamma1)) * J_A / q)
    part_e, flux_e = pb.free(elec, elec2, g3 * (J_A - J_G) / q)
    surplus = flux_h + flux_e - b/(1 + b) * J_A / q
    if surplus <= 0:
        return None
    A = -pb.slope / N_a
    B = -nb.slope - pb.slope * N_d / N_a
    p2 = 2 * surplus / (B + np.sqrt(B*B + 4*A*surplus))
    n2 = p2 * (p2 + N_d) / N_a                   # equal pn product on both sides
    return part_h + p2*nb.response, p2, part_e + n2*pb.response, n2


def steady(J_G, n=100, width=W_n, g3=gamma3):
    nb, pb = Base(width, D_a, tau_n, n), Base(W_p, D_e, tau_p, n)
    return advance(nb, pb, (np.zeros(n), 0.0, np.zeros(n), 0.0), J_G, g3)


def threshold(n=100, width=W_n):
    low, high = 0.0, J_A
    for _ in range(36):
        mid = (low + high) / 2
        if steady(mid, n, width) is None:
            high = mid
        else:
            low = mid
    return (low + high) / 2


def switch(J_G, dt=0.05e-6, t_end=600e-6, n=100):
    """Gate step from the ungated on-state: storage time (or None), last state."""
    nb, pb = Base(W_n, D_a, tau_n, n, dt), Base(W_p, D_e, tau_p, n, dt)
    state = steady(0.0, n)
    for step in range(1, int(round(t_end / dt)) + 1):
        new = advance(nb, pb, state, J_G)
        if new is None:
            return step * dt, state
        state = new
    return None, state


# Hole current in a flooded base, from drift-diffusion with the field eliminated
J, drift, grad, bb, Dp, qq = sp.symbols("J drift grad b D_p q", positive=True)
hole_current = drift - qq*Dp*grad
electron_current = bb * (drift + qq*Dp*grad)
found = sp.solve(sp.Eq(hole_current + electron_current, J), drift)[0]
ambipolar = 2*bb*Dp / (1 + bb)
assert sp.simplify(hole_current.subs(drift, found)
                   - (J/(1 + bb) - qq*ambipolar*grad)) == 0

# Gate on the n base, and avalanche at J2: solve the current collected at J2
an, ap, M, JG, JL = sp.symbols("a_n a_p M J_G J_L", positive=True)
n_gate = sp.solve(sp.Eq(ap*(JL - JG) + an*JL, JL), JL)[0] / JG
assert sp.simplify(n_gate - ap/(an + ap - 1)) == 0
avalanche = sp.solve(sp.Eq(ap*JL + M*an*(JL - JG), JL), JL)[0] / JG
assert sp.simplify(avalanche - M*an/(M*an + ap - 1)) == 0

# Static threshold against the gain formula, with mesh convergence
alpha_n, alpha_p = alphas()
beta = gain(alpha_n, alpha_p)
J_th = J_A / beta
J_num, J_coarse = threshold(100), threshold(50)
assert abs(J_num / J_th - 1) < 1e-3              # second-order mesh error
assert abs(J_num - J_th) < abs(J_coarse - J_th)

# Latching without gate current requires alpha_n + alpha_p > 1
for g3 in (0.60, 0.75):
    latched = steady(0.0, g3=g3) is not None
    assert latched == (sum(alphas(g3=g3)) > 1)
assert steady(0.0, g3=0.60) is None and steady(0.0, g3=0.75) is not None

# Hole balance of the p base in a saturated state at half the threshold
J_half = J_th / 2
hole, p2, elec, n2 = steady(J_half)
nb, pb = Base(W_n, D_a, tau_n, 100), Base(W_p, D_e, tau_p, 100)
into_J2 = nb.D/nb.h * (hole[-1] - p2) - nb.h/2 * p2/tau_n
supply = J_A/(1 + b) + q*into_J2
recombined = q * (pb.vol @ elec + pb.h/2*n2) / tau_p
back_injected = (1 - gamma3) * (J_A - J_half)
assert abs(supply - J_half - recombined - back_injected) < 1e-7 * J_A

# Switching in time just below and just above the threshold
t_below, end_below = switch(0.97 * J_th)
t_above, _ = switch(1.03 * J_th)
assert t_below is None and t_above is not None
p2_below = steady(0.97 * J_th)[1]
assert abs(end_below[1] / p2_below - 1) < 1e-4
t_12, _ = switch(1.2 * J_th)
t_12_fine, _ = switch(1.2 * J_th, dt=0.025e-6)
t_18, _ = switch(1.8 * J_th)
assert abs(t_12 / t_12_fine - 1) < 0.02          # first-order time stepping
assert t_18 < t_12 < t_above

# Sensitivity of the gain to alpha_p
d = 1e-5
slope = (np.log(gain(alpha_n, alpha_p+d)) - np.log(gain(alpha_n, alpha_p-d))) / (2*d)
assert abs(slope * (alpha_n + alpha_p - 1) + 1) < 1e-5


def at_voltage(V):
    """Depletion width, alpha_p, multiplication, peak field and gain at J2 bias V."""
    def depletion(a_p):                          # both carriers move at v_sat
        charge = N_d + (2*a_p - 1) * J_A / (q*v_sat)
        return np.sqrt(2*eps*V / (q*charge))
    a_p = brentq(lambda a: alphas(W_n - depletion(a))[1] - a, 0.2, 0.99)
    x_d = depletion(a_p)
    E_max = 2 * V / x_d
    # rough electron ionization law of silicon; hole ionization is left out

    def ionization(x):
        field = max(E_max * (1 - x/x_d), 1e3)
        return 7.0e5 * np.exp(-1.23e6 / field)
    M_n = np.exp(quad(ionization, 0, x_d)[0])
    return x_d, a_p, M_n, E_max, gain(M_n*alpha_n, a_p)


x_d, alpha_p_V, M_n, E_max, beta_V = at_voltage(V_supply)
J_narrow = threshold(100, W_n - x_d)
assert abs(J_narrow * gain(alpha_n, alpha_p_V) / J_A - 1) < 1e-3
assert beta_V < beta
V_stall = brentq(lambda V: J_A / at_voltage(V)[4] - 1.2*J_th, 1e-3, V_supply)

# Sizes of other neglected effects
T_hot = 398.0
L2_hot = (T_hot / 300.0)**(-1.3 + 2.0)           # rough laws for D and lifetime
a_n_hot, a_p_hot = alphas(L2_scale=L2_hot)
L_a, L_e = np.sqrt(D_a*tau_n), np.sqrt(D_e*tau_p)
n_J3 = gamma3*(J_A - J_th)*L_e*np.tanh(W_p/L_e) / (q*D_e)
edge_gradient = (alpha_p - 1/(1 + b)) * J_A / (q*D_a)
thin_layer = N_d / edge_gradient
leakage = q * 1e10 * x_d / (2*tau_n)             # rough n_i at 300 K
mu_h, finger = 250.0, 300e-4
sheet = 1 / (q*mu_h*N_a*W_p)
lateral = J_th * sheet * finger**2 / 8
on = steady(0.0)

print(f"anode current density {J_A:.1f} A/cm2, area {area:.1f} cm2")
print(f"n base: width {W_n*1e4:.0f} um, D_a {D_a:.1f} cm2/s, lifetime {tau_n*1e6:.1f} us")
print(f"p base: width {W_p*1e4:.0f} um, D_n {D_e:.1f} cm2/s, lifetime {tau_p*1e6:.1f} us")
print(f"doping: n base {N_d:.1e} cm^-3, p base {N_a:.1e} cm^-3")
print(f"mobility ratio b {b:.1f}, gamma_1 {gamma1:.2f}, gamma_3 {gamma3:.2f}")
print(f"diffusion lengths: L_a {L_a*1e4:.1f} um, L_n {L_e*1e4:.1f} um")
print(f"sech(W_n/L_a) {1/np.cosh(W_n/L_a):.4f}, sech(W_p/L_n) {1/np.cosh(W_p/L_e):.4f}")
print(f"alpha_n {alpha_n:.4f}, alpha_p {alpha_p:.4f}")
print(f"alpha_n + alpha_p - 1 = {alpha_n+alpha_p-1:.4f}")
print(f"maximum turn-off gain, formula {beta:.3f}")
print(f"maximum turn-off gain, finite volumes {J_A/J_num:.3f}")
print(f"gain shift, 50 to 100 cells per base {J_A/J_num-J_A/J_coarse:.5f}")
print(f"threshold gate current density {J_th:.3f} A/cm2")
print(f"threshold cathode current density {J_A-J_th:.3f} A/cm2")
print(f"anode current {J_A*area:.0f} A, threshold gate current {J_th*area:.1f} A")
print(f"d ln(beta)/d alpha_p {slope:.3f}")
print(f"gain if alpha_p rises by 0.02: {gain(alpha_n, alpha_p+0.02):.3f}")
print(f"ungated on-state hole density at J2 {on[1]:.3e} cm^-3")
print(f"ungated on-state hole density at anode {on[0][0]:.3e} cm^-3")
print(f"half threshold: hole supply to p base {supply:.3f} A/cm2")
print(f"half threshold: gate takes {J_half:.3f} A/cm2")
print(f"half threshold: recombination takes {recombined:.3f} A/cm2")
print(f"half threshold: cathode back injection takes {back_injected:.3f} A/cm2")
print(f"0.97 x threshold: still on after 600 us, J2 density {end_below[1]:.3e} cm^-3")
print(f"storage time at 1.03 x threshold {t_above*1e6:.1f} us")
print(f"storage time at 1.20 x threshold {t_12*1e6:.2f} us")
print(f"same with half the time step {t_12_fine*1e6:.2f} us")
print(f"storage time at 1.80 x threshold {t_18*1e6:.2f} us")
print(f"at {V_supply:.0f} V: depletion width {x_d*1e4:.1f} um")
print(f"at {V_supply:.0f} V: peak field {E_max/1e6:.3f} MV/cm, M {M_n:.4f}")
print(f"at {V_supply:.0f} V: alpha_p {alpha_p_V:.4f}, gain {beta_V:.3f}")
print(f"at {V_supply:.0f} V: gain without multiplication {gain(alpha_n, alpha_p_V):.3f}")
print(f"at {V_supply:.0f} V: gate current needed {J_A*area/beta_V:.1f} A")
print(f"voltage where 1.20 x threshold stalls {V_stall:.0f} V")
print(f"at {T_hot:.0f} K: alpha_n {a_n_hot:.4f}, alpha_p {a_p_hot:.4f}")
print(f"at {T_hot:.0f} K: gain {gain(a_n_hot, a_p_hot):.3f}")
print(f"p-base electron density at J3 over doping, at threshold {n_J3/N_a:.3f}")
print(f"layer at J2 where the n base is not flooded {thin_layer*1e4:.3f} um")
print(f"generation leakage of J2 at 300 K {leakage:.2e} A/cm2")
print(f"p-base sheet resistance {sheet:.1f} ohm/square, finger {finger*1e4:.0f} um")
print(f"lateral gate drop {lateral:.3f} V, kT/q at 300 K {k_B*300/q:.4f} V")
print("success")
```

Running it gives:

```
anode current density 50.0 A/cm2, area 10.0 cm2
n base: width 400 um, D_a 15.0 cm2/s, lifetime 15.0 us
p base: width 30 um, D_n 18.0 cm2/s, lifetime 5.0 us
doping: n base 5.0e+13 cm^-3, p base 2.0e+17 cm^-3
mobility ratio b 3.0, gamma_1 0.85, gamma_3 0.95
diffusion lengths: L_a 150.0 um, L_n 94.9 um
sech(W_n/L_a) 0.1383, sech(W_p/L_n) 0.9520
alpha_n 0.9044, alpha_p 0.3330
alpha_n + alpha_p - 1 = 0.2374
maximum turn-off gain, formula 3.810
maximum turn-off gain, finite volumes 3.810
gain shift, 50 to 100 cells per base 0.00031
threshold gate current density 13.124 A/cm2
threshold cathode current density 36.876 A/cm2
anode current 500 A, threshold gate current 131.2 A
d ln(beta)/d alpha_p -4.213
gain if alpha_p rises by 0.02: 3.514
ungated on-state hole density at J2 6.311e+16 cm^-3
ungated on-state hole density at anode 1.942e+17 cm^-3
half threshold: hole supply to p base 11.253 A/cm2
half threshold: gate takes 6.562 A/cm2
half threshold: recombination takes 2.519 A/cm2
half threshold: cathode back injection takes 2.172 A/cm2
0.97 x threshold: still on after 600 us, J2 density 2.231e+15 cm^-3
storage time at 1.03 x threshold 36.9 us
storage time at 1.20 x threshold 14.15 us
same with half the time step 14.10 us
storage time at 1.80 x threshold 4.50 us
at 1000 V: depletion width 162.2 um
at 1000 V: peak field 0.123 MV/cm, M 1.0456
at 1000 V: alpha_p 0.4860, gain 2.191
at 1000 V: gain without multiplication 2.317
at 1000 V: gate current needed 228.2 A
voltage where 1.20 x threshold stalls 156 V
at 398 K: alpha_n 0.9123, alpha_p 0.3563
at 398 K: gain 3.396
p-base electron density at J3 over doping, at threshold 0.176
layer at J2 where the n base is not flooded 0.290 um
generation leakage of J2 at 300 K 8.66e-07 A/cm2
p-base sheet resistance 41.6 ohm/square, finger 300 um
lateral gate drop 0.061 V, kT/q at 300 K 0.0259 V
success
```
